# Does a Nosé-Hoover Run Sample a Harmonic Reference Crystal Canonically?

**The argument under review.** The free energy of a weakly anharmonic crystal is to be built from an Einstein crystal, in which each coordinate $x$ is an independent harmonic oscillator. A quartic term $gx^4$ is added to first order, so that each coordinate contributes $\Delta F\simeq g\langle x^4\rangle$, the average being canonical in the harmonic reference. The submission takes this average from one oscillator under one Nosé-Hoover thermostat and finds 0.539 meV at 300 K. It defends the number as follows: "The canonical density is stationary under these equations. The mean kinetic energy has its canonical value to five digits, the mean potential energy is right to about one percent, and the two halves of the run agree. The average is therefore canonical and converged."

The observations are correct. The question is whether the conclusion follows from them.

**What stationarity provides**

The motion is classical. With mass $m$, angular frequency $\omega$, friction variable $\xi$ and thermostat mass $Q=kT\tau^2$, the equations are

$$\dot x=\frac{P}{m},\qquad \dot P=-m\omega^2x-\xi P,\qquad \dot\xi=\frac{P^2/m-kT}{Q}.$$

Let $\sigma=\sqrt{kT/(m\omega^2)}$, $q=x/\sigma$, $p=P/\sqrt{mkT}$, $z=\xi/\omega$ and $a=\omega\tau$. With a prime for the derivative with respect to $s=\omega t$,

$$q'=p,\qquad p'=-q-zp,\qquad z'=\frac{p^2-1}{a^2}.$$

Take $\rho\propto\exp[-(q^2+p^2+a^2z^2)/2]$, which is canonical in $q$ and $p$. It is stationary if the divergence of $\rho$ times the flow velocity vanishes. Divided by $\rho$, the three contributions are

$$-qp,\qquad -z+p(q+zp),\qquad -z(p^2-1),$$

and their sum is zero. A collection of starts drawn from $\rho$ therefore has canonical averages at every later time. To replace the collection by a single run, one also needs ergodicity: no invariant set may have a canonical probability strictly between 0 and 1. Stationarity does not supply this.

**Why the reported checks are weak**

Angle brackets now denote the long-time average of one run with bounded variables. The average of a total derivative then vanishes. Applied to $z'$, this gives $\langle p^2\rangle=1$ whatever the start: the thermostat enforces the mean kinetic energy, so that mean says nothing about ergodicity.

The potential energy is nearly as uninformative. From

$$(qp)'=p^2-q^2-zqp,\qquad \left(\tfrac12zq^2\right)'=zqp+\frac{q^2(p^2-1)}{2a^2},$$

the averages are $\langle q^2\rangle=1-\langle zqp\rangle$ and $\langle zqp\rangle=-\langle q^2(p^2-1)\rangle/(2a^2)$. Hence

$$\langle q^2\rangle=1+\frac{\langle q^2(p^2-1)\rangle}{2a^2}.$$

A slow thermostat, $a\gg1$, brings the mean potential energy close to its canonical value even when the distribution is wrong.

**What a slow thermostat does**

Let $E=(q^2+p^2)/2$ be the oscillator energy in units of $kT$, and write $q=\sqrt{2E}\cos\varphi$, $p=-\sqrt{2E}\sin\varphi$. Then

$$E'=qp+p(-q-zp)=-zp^2=-zE(1-\cos2\varphi),$$

$$\varphi'=\frac{p^2-qp'}{2E}=1-\frac z2\sin2\varphi .$$

Set $z=Z/a$ with $Z$ of order one. Both $E$ and $Z$ now change at a rate of order $1/a$, while $\varphi$ advances at a rate near one. To leading order the $\cos2\varphi$ terms average out. With $\theta=s/a=t/\tau$ and $u=\ln E$,

$$\frac{du}{d\theta}=-Z,\qquad \frac{dZ}{d\theta}=e^u-1 .$$

This slow motion conserves

$$C=e^u-u+\tfrac12Z^2=E-\ln E+\tfrac12a^2z^2,$$

because $dC/d\theta=(e^u-1)(-Z)+Z(e^u-1)=0$. Physically, excess energy builds up friction, the friction drains the energy, and the deficit then reverses the friction. The cycle has a memory, namely $C$.

Averaging $dZ/d\theta$ over a cycle gives $\langle E\rangle=1$ for every $C$. Higher moments do depend on $C$. Since $q^4=4E^2\cos^4\varphi$ and $\cos^4\varphi$ averages to $3/8$,

$$\langle q^4\rangle=\tfrac32\langle E^2\rangle_C .$$

Canonically $E$ has density $e^{-E}$, so $\langle E^2\rangle=2$ and $\langle q^4\rangle=3$. At the centre of the slow motion, $C=1$, the energy stays at $E=1$ and $\langle q^4\rangle=3/2$, half the canonical value. Near the centre, $u\simeq A\cos\theta$ and $C-1\simeq A^2/2$, so

$$\langle E^2\rangle-1=\langle(E-1)^2\rangle\simeq\langle u^2\rangle=\frac{A^2}{2}\simeq C-1 .$$

The energy variance, which is also the heat capacity in units of $k_B$ inferred from fluctuations, thus starts from zero and grows with $C$. Some intermediate orbit gives nearly the right value by accident.

**Can the memory last forever?**

Conservation of $C$ was derived only to leading order, and slow leakage could still restore ergodicity. For a sufficiently slow thermostat, the theorem used below excludes this if the period of the slow motion varies with $C$. Expand $d^2u/d\theta^2=-(e^u-1)$:

$$\frac{d^2u}{d\theta^2}+u+\frac{u^2}{2}+\frac{u^3}{6}+\dots=0 .$$

Try $u=A\cos\psi+A^2(b_0+b_2\cos2\psi)+\dots$ with $\psi=\Omega\theta$. At order $A^2$ the source is $-\tfrac12\cos^2\psi=-\tfrac14-\tfrac14\cos2\psi$, so $b_0=-\tfrac14$ and $-3b_2=-\tfrac14$, or $b_2=\tfrac1{12}$. The terms in $\cos\psi$ up to order $A^3$ require

$$1-\Omega^2+A^2\left(b_0+\frac{b_2}{2}+\frac18\right)=1-\Omega^2-\frac{A^2}{12}=0 .$$

Thus $\Omega\simeq1-A^2/24\simeq1-(C-1)/12$, and the period is $2\pi\tau[1+(C-1)/12+\dots]$.

Now record $(u,Z)$ each time $p=0$ with $q>0$. Label each point by $C$ and by the angle variable $\psi=\Omega(C)\,\theta$ of the slow motion, which advances uniformly along the orbit of given $C$; it is not the polar angle in the $(u,Z)$ plane, whose rate is uneven away from the centre. From one record to the next, $\psi$ advances by $2\pi\Omega(C)/a$ and $C$ is unchanged, both up to corrections of order $1/a^2$ at most. The map preserves the probability flux of $\rho$ through the section. The variation of the angle with $C$ is of order $1/a$, larger than the corrections when $a$ is large. These are the conditions of Moser's twist theorem, used here as an established result: for sufficiently large $a$, closed invariant curves survive. Each is the section of an invariant torus, whose interior is an invariant set of intermediate probability. The motion is then not ergodic. The argument gives no numerical threshold for $a$, so at a given finite $a$ the evidence for one oscillator is numerical.

**The numbers in question**

Take $m=207$ u, $\omega/2\pi=1.5$ THz, $T=300$ K and $\tau=0.5$ ps. Then $kT=25.852$ meV, $\sigma=0.01165$ nm and $a=4.712$. With $g=20000$ eV/nm$^4$, $g\sigma^4=0.3681$ meV, and the canonical correction is $3\times0.3681=1.104$ meV.

Three runs start at rest with $z=0$, so $x_0=\sigma\sqrt{2E_0}$; nothing else differs. Each lasts $150\times2\pi\tau\approx471$ ps, and the time averages use a smooth weight that vanishes at both ends.

| $E_0$ | $\langle q^2\rangle$ | $\langle q^4\rangle$ | slow theory | $g\langle x^4\rangle$ (meV) |
|---|---|---|---|---|
| 1 | 0.989 | 1.464 | 1.500 | 0.539 |
| 3 | 0.999 | 2.822 | 2.804 | 1.039 |
| 6 | 1.022 | 6.018 | 5.800 | 2.215 |

The first row is the submitted result. Relative to the canonical correction, the errors are $-51$, $-6$ and $+101$ percent. All three runs have $\langle p^2\rangle=1.00000$. The inferred heat capacities are 0.000, 0.890 and 2.943 $k_B$, against 1 $k_B$ canonically.

The deceptive $\langle q^2\rangle$ can be reproduced by hand. The fast-phase average of $q^2p^2$ is $E^2/2$, so for the first run $\langle q^2\rangle\simeq1+(0.5-1)/(2\times4.712^2)=0.989$.

Both halves of each run stay within the same limited range of $C$. Their agreement therefore does not show that the whole canonical distribution has been visited. For $E_0=6$, the deviation of $\langle q^4\rangle$ from the slow theory, relative to that theory, falls from 0.813 percent at $a=10$ to 0.050 percent at $a=40$. This is consistent with a correction proportional to $1/a^2$.

A further experiment separates stationarity from ergodicity. One thousand starts drawn from $\rho$, each followed for 127 ps, give a mean $\langle q^4\rangle$ of $2.97\pm0.04$ (standard error), as stationarity requires. Yet the individual runs scatter with standard deviation 1.40, and 69 percent of them miss 3 by more than 20 percent. The correlation between the first and second halves of the runs is 1.0000: the scatter is memory of the start, not short-run noise.

There was also a warning within the submission's own method. Since the exponential is convex, $\langle e^{-gx^4/kT}\rangle\ge e^{-g\langle x^4\rangle/kT}$ for canonical averages, so the first-order correction cannot lie below the full classical one. Quadrature gives 0.925 meV for the latter; the submitted 0.539 meV violates the bound.

**Would a whole crystal on one thermostat help?**

Let $N$ coordinates of equal frequency share one thermostat with $Q=NkT\tau^2$. The friction is now driven by the mean of all $p_i^2$, but every coordinate obeys the same linear equation,

$$q_i''+z(s)\,q_i'+q_i=0 .$$

Let $f$ and $h$ be its solutions with $f(0)=1$, $f'(0)=0$, $h(0)=0$, $h'(0)=1$. Then $p_i=q_i(0)f'+p_i(0)h'$, and

$$\langle p_i^2\rangle=G_{11}q_i(0)^2+2G_{12}q_i(0)p_i(0)+G_{22}p_i(0)^2,$$

where $G_{11}=\langle f'^2\rangle$, $G_{12}=\langle f'h'\rangle$ and $G_{22}=\langle h'^2\rangle$ are common to all coordinates. Ergodicity would require $\langle p_i^2\rangle=1$ for every $i$ and almost every start. All starting points $(q_i(0),p_i(0))$ would then lie on one conic centred at the origin. Three generic points fix its three coefficients, and a fourth lies on it with probability zero. For $N\ge4$ this crystal is therefore nonergodic at any thermostat mass, without the assumption of large $a$. The cases $N=2$ and 3 fail as well: $L=q_1p_2-q_2p_1$ obeys $L'=-zL$ and never changes sign, so $L>0$ is an invariant set of probability one half.

For one random canonical choice of 12 coordinate-momentum pairs, with $z=0$ initially and the same $\tau$, a 127 ps run has a mean kinetic temperature of 300.00 K. The coldest coordinate averages 35 K and the hottest 890 K. Coefficients $G$ obtained from six coordinates predict the other six to rounding error.

**Relation to a real solid**

The mass and frequency are in the rough regime of lead in PbTe, a heavy, soft lattice for which classical motion at 300 K is reasonable. The value of $g$ is a model choice, not a property of PbTe. Here $\hbar\omega/kT=0.24$; quantum motion shifts the harmonic free energy by 0.062 meV and raises the first-order quartic correction to 1.115 meV. Stopping at first order costs more: 1.104 instead of 0.925 meV. The sampling errors of the first and third runs exceed all of these.

A real lattice breaks the assumption of equal, uncoupled harmonic frequencies. Spreading the 12 frequencies over $\pm20$ percent, at unchanged initial energies, still leaves coordinates between 40 and 1111 K after 127 ps, although the conic argument no longer applies. Switching on the quartic force in the single-oscillator run gives $g\langle x^4\rangle=0.467$ or 1.672 meV from the same starting displacements as for $E_0=1$ and 6 (total energies now 1.06 and 8.05 $kT$), against 0.794 meV canonically. Neither result shows that a large, strongly coupled anharmonic crystal must fail; they show that these modest departures from the ideal reference did not repair the sampling.

**Requested revision**

The reference average should be computed analytically, which is immediate here, or with a thermostat that forgets the start. Langevin dynamics does so:

$$dp=-(q+\gamma p)\,ds+\sqrt{2\gamma}\,dW,\qquad dq=p\,ds,$$

with $\gamma>0$ and independent noise $W$ for each coordinate. The influence of the start obeys $q''+\gamma q'+q=0$ and decays. The distribution from a fixed start is Gaussian, and its stationary second moments satisfy

$$\langle qp\rangle=0,\qquad -2\langle qp\rangle-2\gamma\langle p^2\rangle+2\gamma=0,\qquad \langle p^2\rangle-\langle q^2\rangle-\gamma\langle qp\rangle=0,$$

so $\langle p^2\rangle=\langle q^2\rangle=1$, the canonical values. With $\gamma=1/a$ and 500 copies per start, the starts with $E_0=1$ and 6 give $\langle q^4\rangle=3.04\pm0.05$ and $2.95\pm0.05$. Nosé-Hoover chains, in which the thermostat variable is itself thermostatted, were not tested here, and nothing above establishes their ergodicity.

If a deterministic thermostat is retained, the revision should report several widely different starts, a fourth moment or energy variance, and the temperature of each coordinate. Agreement among these would support the sampling without proving ergodicity. The remaining values for these runs are in the numerical output.

## Values computed for the example and the checks

```
mass 207 u, frequency 1.5 THz, T 300 K
thermostat time 0.5 ps, omega*tau = 4.712
kT = 25.852 meV, sigma = 0.01165 nm
g = 20000 eV/nm^4, g sigma^4 = 0.3681 meV
canonical g<x^4> = 1.104 meV
start 1 kT: x0 = 0.01647 nm, C from 1.000 to 1.007
  <p^2> = 1.00000, <q^2> = 0.9888, <q^4> = 1.464, slow theory 1.500
  halves <q^4>: 1.4640, 1.4640; heat capacity 0.000 k_B
  g<x^4> = 0.539 meV, error -0.565 meV
start 3 kT: x0 = 0.02853 nm, C from 1.789 to 2.082
  <p^2> = 1.00000, <q^2> = 0.9987, <q^4> = 2.822, slow theory 2.804
  halves <q^4>: 2.8217, 2.8217; heat capacity 0.890 k_B
  g<x^4> = 1.039 meV, error -0.066 meV
start 6 kT: x0 = 0.04035 nm, C from 4.005 to 4.566
  <p^2> = 1.00000, <q^2> = 1.0219, <q^4> = 6.018, slow theory 5.800
  halves <q^4>: 6.0179, 6.0177; heat capacity 2.943 k_B
  g<x^4> = 2.215 meV, error +1.111 meV
omega*tau = 10: slow-theory error of <q^4> 0.813 %
omega*tau = 40: slow-theory error of <q^4> 0.050 %
slow period/(2 pi tau), C = 4.208: theory 1.2714, full motion 1.2715
period slope in C near 1: 0.08342 (1/12 = 0.08333)
1000 canonical starts, 127 ps each: mean <q^4> = 2.967 +/- 0.044
  run-to-run spread 1.400, correlation of halves 1.0000
  runs off by over 20 %: 69.1 %
crystal, 12 coordinates, 127 ps: mean 300.00 K
  coldest 35.1 K, hottest 889.5 K
  area ratio at start -0.627418, at end -0.627418
  common form G11, G12, G22 = 0.2464, 0.0132, 0.4602
  largest error on unseen coordinates 1.2e-14
  with +/-20 % frequency spread: 40.2 K to 1111.1 K
Langevin from 1 kT: <q^4> = 3.037 +/- 0.045
Langevin from 6 kT: <q^4> = 2.954 +/- 0.046
all-order classical quartic free energy 0.925 meV
hbar omega/kT = 0.2400, quantum shift of harmonic F 0.0620 meV
quantum g<x^4> = 1.1148 meV
quartic force on: canonical g<x^4> = 0.794 meV
  Nose-Hoover from x0 = 0.01647 nm: 0.467 meV
  Nose-Hoover from x0 = 0.04035 nm: 1.672 meV
```
